# Bandwidths and Gaps of a Delta-Prime Comb

## The comb with closed cells

Let a particle of mass $m$ move freely on a line except at the points $x=ja$, with $j$ any integer. At these points its slope is continuous, but its wavefunction jumps in proportion to the slope:

$$\psi'(ja^+)=\psi'(ja^-),\qquad \psi(ja^+)-\psi(ja^-)=\beta\,\psi'(ja). \tag{1}$$

The strength $\beta$ is real, nonzero and independent of energy, and it has the dimension of length. Equation (1) is what the name "delta-prime interaction" means here. It does not mean multiplication of $\psi$ by the derivative of a delta function.

From here on, lengths are measured in $a$ and energies in $E_0=\hbar^2/(2ma^2)$. Then

$$-\psi''=E\psi,\qquad E=q^2,\qquad q=ka,\qquad b=\beta/a, \tag{2}$$

and the jump is $b\psi'$.

The simplest case is $b\to\infty$. A finite jump then requires $\psi'=0$ at every point, so the line falls apart into separate boxes whose walls impose zero slope. On $0<x<1$, zero slope at the left wall selects $\cos qx$, and zero slope at the right wall requires $\sin q=0$. The levels are $E=(n\pi)^2$ with $n=0,1,2,\dots$, and their spacing is

$$(n+1)^2\pi^2-n^2\pi^2=(2n+1)\pi^2. \tag{3}$$

The bands have zero width and the gaps grow linearly with $n$. For finite $b$ the levels broaden. It must be shown that the broadening tends to a constant, so that it cannot overtake the growing spacing.

## Why the broadening does not grow

By Bloch's theorem we may take $\psi(x+1)=e^{i\theta}\psi(x)$ with real $\theta$, and work on one cell. The value just beyond the right end is $\psi(1^+)=e^{i\theta}\psi(0^+)$, so the jump there is

$$J_\psi=e^{i\theta}\psi(0^+)-\psi(1^-). \tag{4}$$

Consider the energy form

$$Q(\varphi,\psi)=\int_0^1\varphi'^*\psi'\,dx+\frac1b J_\varphi^*J_\psi , \tag{5}$$

with no condition imposed on the end values. Integrating by parts and inserting $J_\varphi^*=e^{-i\theta}\varphi^*(0^+)-\varphi^*(1^-)$ gives

$$\begin{aligned}Q(\varphi,\psi)={}&-\int_0^1\varphi^*\psi''dx+\varphi^*(1^-)\Big[\psi'(1^-)-\frac{J_\psi}{b}\Big]\\&+\varphi^*(0^+)\Big[-\psi'(0^+)+\frac{e^{-i\theta}J_\psi}{b}\Big].\end{aligned} \tag{6}$$

A stationary state satisfies $Q(\varphi,\psi)=E\int\varphi^*\psi\,dx$ for every $\varphi$. Functions $\varphi$ that vanish at the ends give $-\psi''=E\psi$. The end values of $\varphi$ are otherwise free, so both brackets vanish:

$$\psi'(1^-)=J_\psi/b,\qquad e^{i\theta}\psi'(0^+)=J_\psi/b. \tag{7}$$

Since $e^{i\theta}\psi'(0^+)=\psi'(1^+)$, these are the two conditions in (1). The form is symmetric, so the energies are real. For $b>0$ both terms of $Q(\psi,\psi)$ are nonnegative, hence $E\ge0$.

The closed boxes are the case without the jump term. Its first-order effect for large $b$ is $|J_\psi|^2/b$, evaluated with the normalized box state. For $n\ge1$ this state is $\sqrt2\cos n\pi x$, with end values $\sqrt2$ and $(-1)^n\sqrt2$. Therefore

$$\frac{|J_\psi|^2}{b}=\frac2b\left|e^{i\theta}-(-1)^n\right|^2=\frac4b\left[1-(-1)^n\cos\theta\right]. \tag{8}$$

As $\theta$ varies, this ranges from $0$ to $8/b$. The width does not depend on $n$ because the box states have the same magnitude at the walls for all $n\ge1$. The state $n=0$ is the constant $1$. Its squared end value is half as large, so its first-order width is $4/b$.

This argument assumes large $b$. The exact dispersion relation shows that the same constant is reached for any fixed $b>0$ when $n$ is large.

## Dispersion relation

Collect $\psi$ and $\psi'$ into a column, taken just to the right of a point. Free motion through one cell, followed by the jump, multiplies this column by

$$M=\begin{pmatrix}1&b\\0&1\end{pmatrix}\begin{pmatrix}\cos q&\dfrac{\sin q}{q}\\-q\sin q&\cos q\end{pmatrix}. \tag{9}$$

Both factors have determinant 1, so the eigenvalues of $M$ are $\lambda$ and $1/\lambda$. A Bloch state has $\lambda=e^{i\theta}$, and the trace of $M$ is then $2\cos\theta$. The diagonal elements of $M$ are $\cos q-bq\sin q$ and $\cos q$, so

$$\cos\theta=\cos q-\frac{bq}{2}\sin q. \tag{10}$$

An energy is allowed when the right side lies between $-1$ and $1$. Outside this range $\lambda$ is real with $|\lambda|\neq1$, and every solution grows without bound in at least one direction.

## Band edges for positive strength

Take $b>0$ and write $q=n\pi+\delta$ with $0\le\delta<\pi$. Since $\cos q=(-1)^n\cos\delta$ and $\sin q=(-1)^n\sin\delta$, equation (10) becomes

$$(-1)^n\cos\theta=\cos\delta-\frac{bq}{2}\sin\delta. \tag{11}$$

The right side never exceeds 1, because $\cos\delta\le1$ and the subtracted term is nonnegative. The remaining condition is that it be at least $-1$:

$$1+\cos\delta\ \ge\ \frac{bq}{2}\sin\delta. \tag{12}$$

With half angles, this reads $2\cos^2(\delta/2)\ge bq\sin(\delta/2)\cos(\delta/2)$. For $q>0$ we may divide by the positive quantity $bq\cos^2(\delta/2)$:

$$\tan\frac\delta2\le\frac{2}{bq},\qquad q=n\pi+\delta. \tag{13}$$

The point $q=0$ is allowed directly by (10), with $\theta=0$.

As $\delta$ goes from $0$ to $\pi$, the left side of (13) rises from zero to infinity while the right side falls. They cross once. Each $n$ therefore contributes one interval of allowed energies. It starts at $E=(n\pi)^2$, where $\delta=0$, and ends where

$$\delta=2\arctan\frac{2}{bq}. \tag{14}$$

This $\delta$ is less than $\pi$, so the interval ends below $(n+1)^2\pi^2$ and every gap is open.

## Width and gap

Let $q$ and $\delta$ now denote the values at the top of band $n$. The width is

$$W_n=q^2-(n\pi)^2=(q-n\pi)(q+n\pi)=\delta(2q-\delta)=2q\delta-\delta^2. \tag{15}$$

To bound it, note that for $x>0$

$$1-x^2<\frac1{1+x^2}<1, \tag{16}$$

where the first inequality follows from $(1-x^2)(1+x^2)=1-x^4<1$. Integrating from zero gives $x-x^3/3<\arctan x<x$. Set $x=2/(bq)$. The upper bound on the arctangent gives $\delta<4/(bq)$, hence

$$W_n<2q\delta<\frac8b. \tag{17}$$

The lower bound on the arctangent gives

$$2q\delta>4q\left[\frac{2}{bq}-\frac{8}{3b^3q^3}\right]=\frac8b-\frac{32}{3b^3q^2}, \tag{18}$$

while $\delta^2<16/(b^2q^2)$. Insert both in (15) and use $q>n\pi$. For $n\ge1$,

$$0<\frac8b-W_n<\frac{C}{(n\pi)^2},\qquad C=\frac{16}{b^2}+\frac{32}{3b^3}. \tag{19}$$

Thus $W_n\to8/b$. The next band starts at $(n+1)^2\pi^2$, so the gap above band $n$ is the spacing (3) less the width:

$$G_n=(2n+1)\pi^2-W_n=(2n+1)\pi^2-\frac8b+O(n^{-2}). \tag{20}$$

In ordinary units the two laws are

$$W_n\to\frac{4\hbar^2}{m\beta a},\qquad G_n\simeq\frac{\hbar^2\pi^2}{2ma^2}(2n+1)-\frac{4\hbar^2}{m\beta a}. \tag{21}$$

The slope of the gap law, $2\pi^2E_0$ per band, does not contain $\beta$. It is fixed by the box levels. The strength enters the limiting width and the constant offset of the gaps.

## Shape of a high band

The interior of the band follows from (11). Inside band $n$, $\delta$ is of order $1/n$, so $\cos\delta=1+O(n^{-2})$ and $q\sin\delta=q\delta+O(n^{-2})$. Hence

$$q\delta=\frac2b\left[1-(-1)^n\cos\theta\right]+O(n^{-2}). \tag{22}$$

The identity $E=(n\pi)^2+2q\delta-\delta^2$ holds throughout the band, and $\delta^2=O(n^{-2})$. Therefore

$$E_n(\theta)=(n\pi)^2+\frac4b\left[1-(-1)^n\cos\theta\right]+O(n^{-2}). \tag{23}$$

This is the first-order result (8), now established at large $n$ for fixed $b>0$. A high band has the form of a nearest-neighbour tight-binding band with hopping of magnitude $2/b$. The sign of the hopping alternates with $n$, because the box state has equal end values for even $n$ and opposite ones for odd $n$.

## The same constant from scattering

Consider a single point at $x=0$, with $e^{iqx}+re^{-iqx}$ on its left and $te^{iqx}$ on its right. Continuity of slope gives $1-r=t$. The jump condition gives $t-(1+r)=ibqt$. Eliminating $r=1-t$ leaves $2t-2=ibqt$, so

$$t=\frac{2}{2-ibq},\qquad |t|^2=\frac{1}{1+b^2q^2/4}. \tag{24}$$

The point becomes opaque as the energy rises: for a given amplitude of $\psi$ the slope grows as $q$, and the jump that (1) demands grows with it. This is why the cells close at high energy even when $b$ is not large.

The right side of (10) combines a cosine and a sine with coefficients $1$ and $-bq/2$. With $\tan\phi=bq/2$ it becomes

$$\cos\theta=\frac{\cos(q+\phi)}{|t|}. \tag{25}$$

A band is thus a range in which $|\cos(q+\phi)|\le|t|$. At large $q$ the phase $\phi$ is nearly constant across a band, since $d\phi/dq=(b/2)|t|^2$ is small. The band then covers a range $2\arcsin|t|\simeq2|t|$ in $q$. Multiplication by $dE/dq=2q$ gives

$$W_n\simeq4q|t|\simeq4q\,\frac{2}{bq}=\frac8b. \tag{26}$$

The transmission amplitude falls as $1/q$ and the speed of the particle rises as $q$. Their product is constant.

## A comb with $b=2$

Take the round value $b=2$, which is not meant to describe a material. The limiting width is $8/2=4$, and the correction constant is $C=16/4+32/24=5.333$, both in units of $E_0$. The energies below come from diagonalizing the form (5) in 56 Legendre polynomials on one cell, a calculation that does not use the dispersion relation.

| $n$ | bottom | top | $W_n$ | $G_n$ |
|---|---|---|---|---|
| 0 | 0.000 | 1.707 | 1.707 | 8.163 |
| 1 | 9.870 | 13.492 | 3.623 | 25.986 |
| 2 | 39.478 | 43.357 | 3.879 | 45.469 |
| 6 | 355.306 | 359.291 | 3.985 | 124.320 |
| 12 | 1421.223 | 1425.219 | 3.996 | 242.744 |

For bands 0 to 13 the top edges agree with (14) to within $2.5\times10^{-10}\,E_0$. Reducing the basis to 48 polynomials moves no edge of these bands by more than $6.2\times10^{-10}\,E_0$.

Band 12 shows where its small deficit comes from. At its top $q^2=1425.2$. The arctangent correction in (18) is $32/(3\cdot8\cdot1425.2)=0.0009$, and $\delta^2\simeq16/(4\cdot1425.2)=0.0028$. The width is therefore $4-0.0009-0.0028=3.9963$, as computed. The gap law without its correction gives $25\pi^2-4=242.740$, against the computed $242.744$. From band 11 to band 12 the gap grows by $19.7385$, close to $2\pi^2=19.7392$.

The lowest band is much narrower than the rest. The first-order estimate for the constant state, $4/b=2$, accounts for most of this. The computed width is $1.707$, because $b=2$ is not large enough for first order to be accurate at $n=0$.

The largest deviation from the cosine form (23), over nine equally spaced phases from $0$ to $\pi$, is $0.0148\,E_0$ for $n=6$ and $0.0037\,E_0$ for $n=12$. Doubling $n$ reduces it by a factor close to four, as a correction of order $n^{-2}$ should.

The scattering estimate can be read at the middle of band 12, where $q=37.73$ and $|t|^2=7.02\times10^{-4}$. It gives $4q|t|=3.9986$, which exceeds the computed width by about $0.06\%$ of that width. Band 12 occupies $3.996/(3.996+242.744)=1.6\%$ of the energy between its bottom and the next band.

## Weak coupling and the order of limits

The limiting width $8/b$ grows as the interaction weakens, which looks odd until the regime is considered. The expansion of the arctangent requires $2/(bq)\ll1$, or

$$n\gg\frac{2}{\pi b}. \tag{27}$$

Far below the index $2/(\pi b)$ the points are nearly transparent and the bands nearly fill the axis. Write the top edge as $q=(n+1)\pi-\gamma$, so that $\delta=\pi-\gamma$. Equation (14) then becomes $\tan(\gamma/2)=bq/2$. For $bq\ll1$ this gives $\gamma\simeq bq\simeq b(n+1)\pi$, and

$$G_n=(n+1)^2\pi^2-q^2\simeq2(n+1)\pi\gamma\simeq2b(n+1)^2\pi^2. \tag{28}$$

The gaps of a weak comb therefore first grow quadratically with $n+1$, and linearly only after (27) is met. If $b\to0$ at fixed $n$, the gap closes and the free particle is recovered. If $n\to\infty$ at fixed $b$, the cells close instead. The two limits cannot be interchanged.

For $b=0.1$ the limiting width is 80 and the crossover index $2/(\pi b)$ is $6.4$. The widths are $22.9$, $60.9$, $77.1$ and $79.7$ for $n=1$, 6, 20 and 60. The gap above band 1 is $3\pi^2-22.9=6.7$, while (28) gives $0.2\cdot4\pi^2=7.9$. The estimate is about 18% above the computed gap. Replacing $q$ by $(n+1)\pi$ in $\gamma$ contributes about 10%, dropping $\gamma^2$ about 5%, and linearizing the tangent about 3%.

## Negative strength

Let $b=-g$ with $g>0$, and measure from the other side: $q=n\pi-\eta$, with $n\ge1$ and $0\le\eta<\pi$. Now $\sin q=-(-1)^n\sin\eta$. This sign cancels the sign of $b$, and (10) becomes

$$(-1)^n\cos\theta=\cos\eta-\frac{gq}{2}\sin\eta. \tag{29}$$

The steps from (11) to (13) apply again for $q>0$, and the allowed energies satisfy

$$h(\eta)\equiv(n\pi-\eta)\tan\frac\eta2\le\frac2g. \tag{30}$$

Here $q$ falls as $\eta$ rises, so uniqueness of the edge needs a separate argument. Differentiation gives

$$h'(\eta)=\frac{n\pi-\eta-\sin\eta}{2\cos^2(\eta/2)}. \tag{31}$$

With $u=\pi-\eta>0$ the numerator is $(n-1)\pi+u-\sin u$, which is positive. For $n\ge2$, $h$ rises from zero to infinity and there is one lower edge. The band ends at $(n\pi)^2$ and extends downward from it. With $q$ and $\eta$ taken at the lower edge,

$$W_n=(n\pi)^2-q^2=\eta(2q+\eta)=2q\eta+\eta^2,\qquad\eta=2\arctan\frac{2}{gq}. \tag{32}$$

The arctangent bounds give

$$\frac8g-\frac{32}{3g^3q^2}<W_n<\frac8g+\frac{16}{g^2q^2}\qquad(n\ge2). \tag{33}$$

Since $q>(n-1)\pi$, the width tends to $8/g=8/|b|$. The gap between bands $n$ and $n+1$ is $(2n+1)\pi^2-W_{n+1}$, with the same slope as before.

The case $n=1$ is different because $h$ tends to 2, not to infinity, as $\eta\to\pi$. For $g>1$ there is still a lower edge at positive energy. For $g\le1$ condition (30) holds throughout, and the band fills the range from $0$ to $\pi^2$.

There is also a band at negative energy. Setting $q=i\kappa$ in (10) gives

$$\cos\theta=\cosh\kappa-\frac{g\kappa}{2}\sinh\kappa. \tag{34}$$

The right side is at least $-1$ when $\kappa\tanh(\kappa/2)\le2/g$, by the same half-angle algebra. The left side of this condition increases with $\kappa$, so equality fixes the bottom of the band, at $\theta=\pi$. The right side of (34) is at most 1 when $\tanh(\kappa/2)\le g\kappa/2$. For $g\ge1$ this holds for every $\kappa>0$, and the band reaches up to $E=0$. For $g<1$ it fails at small $\kappa$, and the band ends below zero.

Both cases appear in the numerical output. For $b=-2$ the lowest band runs from $-2.382$ to $0$, and the widths for $n=1$, 2 and 12 are $4.4355$, $4.0739$ and $4.0019$, approaching 4 from above. For $b=-0.5$ the lowest band runs from $-17.06$ to $-14.67$, and the next fills $0$ to $\pi^2$. The widths for $n=2$ and 12 are $15.30$ and $15.98$, approaching 16 from below. The direction follows from expanding (32): the leading correction is $(16/g^2-32/(3g^3))/(n\pi)^2$, which changes sign at $g=2/3$.

## What the result rests on

The high-energy laws use (1) with the same $\beta$ at every energy. This is the assumption to question if the comb stands for a structure of finite extent, because a zero-range condition cannot represent that structure once the wavelength inside it is comparable with its size, and this can happen while the wavelength $2\pi/q$ between the points is still far longer. An example is a thin layer of thickness $d$ (in units of $a$) and mass ratio $\mu$ with $(\mu-1)d=b$, across which $\psi$ and $\psi'/\mu$ are continuous. It tends to (1) as $d\to0$, but the wave number inside is $q\sqrt\mu$, so its effective strength is about $b\sin s/s$ with $s=q\sqrt{bd}$. For $b=2$ and $d=0.001$, band 12 has $s\simeq1.7$ and a width near $6.8$ instead of $4.0$, although $2\pi/q$ is still about $170\,d$. If the effective $\beta$ changes with energy, the cancellation in (26) no longer gives a constant: the product $q|t|$ then follows $1/\beta$. The constant width therefore carries over to a structure the comb represents only in an energy range where (27) is satisfied and $\beta$ is still nearly constant. The linear growth of the gaps is less sensitive. As long as (1) holds with a positive $\beta$ that changes little between one box level and the next, each band still starts at $(n\pi)^2$, so the gaps still grow by about $2\pi^2$ per band if the width changes by much less than that from one band to the next.

## Values computed for the example and the checks

```
Energies in E0 = hbar^2/(2 m a^2); q = k a
b = beta/a = 2.0; limiting width 8/b = 4.0000 E0
gap slope 2 pi^2 = 19.7392 E0 per band
 n    bottom       top     width   gap above  (E0)
 0    0.0000    1.7071   1.70705     8.1626
 1    9.8696   13.4924   3.62275    25.9861
 2   39.4784   43.3572   3.87880    45.4692
 3   88.8264   92.7693   3.94291    65.1443
 4  157.9137  161.8809   3.96719    84.8593
 5  246.7401  250.7189   3.97878   104.5869
 6  355.3058  359.2909   3.98518   124.3197
 7  483.6106  487.5997   3.98908   144.0550
 8  631.6547  635.6463   3.99162   163.7917
 9  799.4380  803.4313   3.99337   183.5291
10  986.9604  990.9551   3.99462   203.2671
11 1194.2221 1198.2177   3.99555   223.0053
12 1421.2230 1425.2193   3.99626   242.7439
gap 12 minus gap 11 = 19.73850 E0
gap law at n=12: 242.7401 E0
C derived = 5.3333, from band 12 = 5.3160 E0
bound C/(12 pi)^2 = 0.00375 E0
shift of edges, basis 48 to 56: 6.2e-10 E0
largest top-edge difference: 2.5e-10 E0
largest dispersion residual: 5.5e-10
slope mismatch 8.2e-12, jump 7.8e-12
cosine-band error n=6: 0.01482 E0
cosine-band error n=12: 0.00374 E0
ratio of these errors = 0.252
mid band 12: q = 37.7256, |t|^2 = 7.021e-04
width estimate 4 q |t| = 3.99860 E0
b = -2.0: lowest band -2.3821 to 0.0000 E0
  widths n=1,2,12: 4.4355, 4.0739, 4.0019 E0
  limiting width 4.0000 E0
b = -0.5: lowest band -17.0625 to -14.6690 E0
  widths n=1,2,12: 9.8696, 15.2973, 15.9849 E0
  limiting width 16.0000 E0
b = 0.1: onset index 2/(pi b) = 6.37
  width n=1: 22.912 E0 (limit 80.0)
  width n=6: 60.876 E0 (limit 80.0)
  width n=20: 77.124 E0 (limit 80.0)
  width n=60: 79.658 E0 (limit 80.0)
```
